**Orbital-rotation response of CCD and CCSD for LiH**

The program rotates an occupied orbital \(i\) into a virtual orbital \(a\) by an angle \(\theta\) and solves CCD and CCSD again in the 6-31G basis. It tests \(dE/d\theta=L\bar HQ\bar K|0\rangle-L\bar KQ\bar H|0\rangle\), where \(K\) generates the rotation, \(\bar X=e^{-T}Xe^{T}\), \(T\) is the cluster operator, \(L\) is the left solution and \(Q\) projects on the excitations missing from \(T\). It asserts that this formula agrees with finite differences of separately solved energies at 0 and 10 degrees. It also asserts that the amplitude equations hold when projected in the full determinant space, and that the CCSD energy at zero angle agrees with a separate implementation. A further assertion solves CCSD with a non-Hermitian transformed Hamiltonian and recovers the energy and the \(i\to a\) singles amplitude of the rotated calculation. At 10 degrees the output shows a change of 0.307 eV for CCD and −0.000078 eV for CCSD. With the core frozen, so that two electrons are correlated, the CCSD change drops to solver noise while the CCD change remains.

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

## Check in Python

```python
"""Orbital-rotation response of CCD and CCSD for LiH.

Result under test: for H_theta = exp(-theta K) H exp(theta K), with
K = sum_spin (a^+ i - i^+ a), a truncated coupled-cluster energy obeys
  dE/dtheta = L Hbar Q Kbar |0> - L Kbar Q Hbar |0>,
where Xbar = exp(-T) X exp(T), L is the left solution and Q projects on the
excitations left out of T. Q contains singles for CCD but not for CCSD.
h, g: one-electron integrals and (pq|rs) in orbitals; t1, t2: amplitudes.
Internal units are atomic units; energies are printed in eV.
"""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.sparse import csr_matrix
from pyscf import gto, scf, cc, fci, ao2mo

EV = physical_constants["Hartree energy in eV"][0]


def ein(spec, *arrays):
    return np.einsum(spec, *arrays, optimize=True)


def transform(h, g, left, right):
    """Similarity transform; left is the inverse of right."""
    return (left @ h @ right,
            ein("pP,rR,PQRS,Qq,Ss->pqrs", left, left, g, right, right))


def spin_integrals(h, g, nocc):
    """Spin-orbital h, Fock matrix and antisymmetrized integrals <pq||rs>."""
    n = len(h)
    same = np.kron(np.ones((n, n)), np.eye(2))
    big = g
    for axis in range(4):
        big = big.repeat(2, axis)
    big = big * same[:, :, None, None] * same[None, None, :, :]
    w = big.transpose(0, 2, 1, 3)
    w = w - w.transpose(0, 1, 3, 2)
    hs = np.kron(h, np.eye(2))
    o = slice(0, 2 * nocc)
    return hs, hs + np.einsum("piqi->pq", w[:, o, :, o]), w


def solve_cc(h, g, nocc, singles, tol=1e-10):
    """Electronic energy, t1 (spatial) and t2 (spin-orbital) of CCD or CCSD."""
    n = len(h)
    o, v = slice(0, 2 * nocc), slice(2 * nocc, None)
    hs, f, w = spin_integrals(h, g, nocc)
    eps = np.diag(f).copy()
    d1 = eps[o][::2, None] - eps[v][None, ::2]
    full1 = eps[o][:, None] - eps[v][None, :]
    d2 = full1[:, None, :, None] + full1[None, :, None, :]
    t1, t2 = np.zeros(d1.shape), np.zeros(d2.shape)
    trial, errors = [], []
    converged = False
    for _ in range(150):
        if singles:
            tm = np.zeros((n, n))
            tm[nocc:, :nocc] = t1.T
            hd, gd = transform(h, g, np.eye(n) - tm, np.eye(n) + tm)
            hs, f, w = spin_integrals(hd, gd, nocc)
        oovv = w[o, o, v, v]
        energy = (0.5 * np.trace(hs[o, o] + f[o, o])
                  + 0.25 * np.sum(oovv * t2))
        fvv = f[v, v] - 0.5 * ein("mnef,mnaf->ae", oovv, t2)
        foo = f[o, o] + 0.5 * ein("mnef,inef->mi", oovv, t2)
        woooo = w[o, o, o, o] + 0.5 * ein("mnef,ijef->mnij", oovv, t2)
        wovvo = w[o, v, v, o] - 0.5 * ein("jnfb,mnef->mbej", t2, oovv)
        r2 = w[v, v, o, o].transpose(2, 3, 0, 1).copy()
        r2 += 0.5 * ein("mnab,mnij->ijab", t2, woooo)
        r2 += 0.5 * ein("ijef,abef->ijab", t2, w[v, v, v, v])
        x = ein("ijae,be->ijab", t2, fvv)
        r2 += x - x.transpose(0, 1, 3, 2)
        x = ein("imab,mj->ijab", t2, foo)
        r2 -= x - x.transpose(1, 0, 2, 3)
        x = ein("imae,mbej->ijab", t2, wovvo)
        x = x - x.transpose(1, 0, 2, 3)
        r2 += x - x.transpose(0, 1, 3, 2)
        s1 = np.zeros_like(t1)
        if singles:
            r1 = f[v, o].T + ein("me,imae->ia", f[o, v], t2)
            r1 = r1 - 0.5 * ein("imef,maef->ia", t2, w[o, v, v, v])
            r1 = r1 - 0.5 * ein("mnae,nmei->ia", t2, w[o, o, v, o])
            s1 = r1[::2, ::2] / d1
        step = np.concatenate([s1.ravel(), (r2 / d2).ravel()])
        if np.linalg.norm(step) < tol:
            converged = True
            break
        trial.append(np.concatenate([t1.ravel(), t2.ravel()]) + step)
        errors.append(step)
        trial, errors = trial[-8:], errors[-8:]
        m = len(errors)
        gram = np.array(errors) @ np.array(errors).T
        b = np.ones((m + 1, m + 1))
        b[:m, :m] = gram / np.max(np.diag(gram))
        b[m, m] = 0.0
        rhs = np.zeros(m + 1)
        rhs[m] = 1.0
        weights = np.linalg.lstsq(b, rhs, rcond=None)[0][:m]
        new = weights @ np.array(trial)
        t1 = new[:t1.size].reshape(t1.shape)
        t2 = new[t1.size:].reshape(t2.shape)
    assert converged, "coupled-cluster iterations did not converge"
    return energy, t1, t2


# ---- Hartree-Fock reference and integrals -------------------------------
distance = 1.6
mol = gto.M(atom=[["Li", (0, 0, 0)], ["H", (0, 0, distance)]],
            basis="6-31g", unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-13
mf.conv_tol_grad = 1e-8
mf.kernel()
assert mf.converged
n, nocc = mf.mo_coeff.shape[1], mol.nelectron // 2
i, a = nocc - 1, nocc
coeff = mf.mo_coeff.copy()
dip_z = coeff.T @ mol.intor("int1e_r")[2] @ coeff
assert abs(dip_z[i, a]) > 0.01   # same symmetry, so the sign can be fixed
if dip_z[i, a] < 0:
    coeff[:, a] *= -1
h0 = coeff.T @ mf.get_hcore() @ coeff
g0 = ao2mo.restore(1, ao2mo.kernel(mol, coeff), n)
enuc = mol.energy_nuc()


def rotated(theta, h=h0, g=g0, occ=i, vir=a):
    u = np.eye(len(h))
    u[occ, occ] = u[vir, vir] = np.cos(theta)
    u[vir, occ], u[occ, vir] = np.sin(theta), -np.sin(theta)
    return transform(h, g, u.T, u)


def reference_energy(h, g):
    o = slice(0, nocc)
    return (2 * np.trace(h[o, o]) + 2 * np.einsum("iijj->", g[o, o, o, o])
            - np.einsum("ijji->", g[o, o, o, o]))


def fock_element(h, g):
    return h[a, i] + sum(2 * g[a, i, k, k] - g[a, k, k, i]
                         for k in range(nocc))


# ---- Energy scan --------------------------------------------------------
scan = {}
for degrees in (0, -10, 5, 10, 20):
    ht, gt = rotated(np.radians(degrees))
    scan[degrees] = (reference_energy(ht, gt), solve_cc(ht, gt, nocc, False),
                     solve_cc(ht, gt, nocc, True))
e_ref, e_ccd, e_ccsd = scan[0][0], scan[0][1][0], scan[0][2][0]
assert abs(e_ref + enuc - mf.e_tot) < 1e-8
library = cc.CCSD(mf)
library.conv_tol, library.conv_tol_normt = 1e-10, 1e-8
library.kernel()
assert abs(library.e_tot - e_ccsd - enuc) < 1e-7
e_fci = fci.direct_spin1.kernel(h0, g0, n, mol.nelectron, ecore=enuc,
                                conv_tol=1e-11)[0]

print(f"LiH distance: {distance:.2f} angstrom; basis 6-31G")
print(f"spatial orbitals: {n}; correlated electrons: {mol.nelectron}")
print(f"occupied orbital energy: {mf.mo_energy[i]*EV:.4f} eV")
print(f"virtual orbital energy: {mf.mo_energy[a]*EV:.4f} eV")
print(f"Hartree-Fock total energy: {mf.e_tot*EV:.5f} eV")
print(f"CCD total energy, 0 deg: {(e_ccd+enuc)*EV:.5f} eV")
print(f"CCSD total energy, 0 deg: {(e_ccsd+enuc)*EV:.5f} eV")
print(f"full-CI total energy: {e_fci*EV:.5f} eV")
print(f"CCD minus full CI, 0 deg: {(e_ccd+enuc-e_fci)*EV:.6f} eV")
print(f"CCSD minus full CI, 0 deg: {(e_ccsd+enuc-e_fci)*EV:.6f} eV")
print("Energy changes from 0 deg, in eV: reference, CCD, CCSD")
for degrees in (-10, 5, 10, 20):
    er, ed, es = scan[degrees]
    changes = er - e_ref, ed[0] - e_ccd, es[0] - e_ccsd
    assert abs(changes[2]) < 0.02 * abs(changes[1])
    print(f"  {degrees:4d} deg: {changes[0]*EV:.5f}, "
          f"{changes[1]*EV:.5f}, {changes[2]*EV:.7f}")
ratio = abs((scan[10][1][0] - e_ccd) / (scan[10][2][0] - e_ccsd))
print(f"size ratio CCD/CCSD change at 10 deg: {ratio:.0f}")

# ---- Reference slope and curvature --------------------------------------
delta = 0.005
curvature = 4 * (mf.mo_energy[a] - mf.mo_energy[i]
                 + 3 * g0[i, a, i, a] - g0[i, i, a, a])
fd_curvature = (reference_energy(*rotated(delta)) - 2 * e_ref
                + reference_energy(*rotated(-delta))) / delta**2
assert abs(curvature - fd_curvature) < 1e-3
theta10 = np.radians(10)
ref_slope = 4 * fock_element(*rotated(theta10))
fd_ref = (reference_energy(*rotated(theta10 + delta))
          - reference_energy(*rotated(theta10 - delta))) / (2 * delta)
assert abs(ref_slope - fd_ref) < 1e-4
print(f"reference curvature at 0 deg: {curvature*EV:.4f} eV/rad^2")
print(f"reference slope 4 f_ia at 10 deg: {ref_slope*EV:.5f} eV/rad")

# ---- T1 absorbs the excitation factor of the rotation -------------------
dmat = np.zeros((n, n))
dmat[i, a] = -np.tan(theta10)
h_d, g_d = transform(h0, g0, np.eye(n) - dmat, np.eye(n) + dmat)
e_d, t1_d, _ = solve_cc(h_d, g_d, nocc, True)
t_rot = scan[10][2][1][i, a - nocc]
t_pred = t1_d[i, a - nocc] / np.cos(theta10)**2 - np.tan(theta10)
assert abs(e_d - scan[10][2][0]) < 1e-8
assert abs(t_rot - t_pred) < 1e-7
print(f"CCSD t_i^a at 0 deg: {scan[0][2][1][i, a-nocc]:.6f}")
print(f"CCSD t_i^a at 10 deg: {t_rot:.6f}")
print(f"minus tan(10 deg): {-np.tan(theta10):.6f}")
print(f"t_i^a from factorized rotation: {t_pred:.6f}")

# ---- Full determinant space, built from products of spin strings --------
strings = list(combinations(range(n), nocc))
address = {s: k for k, s in enumerate(strings)}
ns = len(strings)
shift = np.zeros((n, n, ns, ns))      # <I| p^+ q |J> for one spin
for s, col in address.items():
    for pos, q in enumerate(s):
        rest = s[:pos] + s[pos + 1:]
        for p in range(n):
            if p not in rest:
                place = sum(r < p for r in rest)
                row = address[tuple(sorted(rest + (p,)))]
                shift[p, q, row, col] = (-1) ** (pos + place)
virtuals = np.array([sum(p >= nocc for p in s) for s in strings])
rank = (virtuals[:, None] + virtuals[None, :]).ravel()


def operator(one, two=None):
    """Sparse matrix of sum one p^+q + 1/2 sum two p^+r^+ s q."""
    flat = shift.reshape(n * n, ns * ns)
    if two is None:
        single = (one.ravel() @ flat).reshape(ns, ns)
        dense = np.zeros((ns * ns, ns * ns))
    else:
        effective = one - 0.5 * np.einsum("prrq->pq", two)
        single = (effective.ravel() @ flat).reshape(ns, ns)
        inner = two.reshape(n * n, n * n) @ flat
        single = single + 0.5 * np.matmul(
            flat.reshape(-1, ns, ns), inner.reshape(-1, ns, ns)).sum(axis=0)
        dense = (flat.T @ inner).reshape(ns, ns, ns, ns)
        dense = dense.transpose(0, 2, 1, 3).reshape(ns * ns, ns * ns)
    dense = dense + np.kron(single, np.eye(ns))
    dense += np.kron(np.eye(ns), single)
    dense[np.abs(dense) < 1e-13] = 0.0
    return csr_matrix(dense)


def exp_apply(t, vectors, sign):
    total, term = vectors.copy(), vectors
    for order in range(1, 2 * nocc + 1):
        term = sign * (t @ term) / order
        total += term
    return total


def slope_parts(ham, kappa, solution, singles):
    """Contributions to dE/dtheta by rank of the excluded excitation."""
    energy, t1, t2 = solution
    one, two = np.zeros((n, n)), np.zeros((n,) * 4)
    one[nocc:, :nocc] = t1.T
    two[nocc:, :nocc, nocc:, :nocc] = (
        t2[0::2, 1::2, 0::2, 1::2].transpose(2, 0, 3, 1))
    t = operator(one, two)

    def bar(op, vec):
        return exp_apply(t, op @ exp_apply(t, vec, 1), -1)

    kept_ranks = (0, 1, 2) if singles else (0, 2)
    keep = np.flatnonzero(np.isin(rank, kept_ranks))
    low = np.flatnonzero(rank <= 2)
    columns = np.zeros((len(rank), len(keep)))
    columns[keep, np.arange(len(keep))] = 1.0
    image = (ham @ exp_apply(t, columns, 1))[low]
    block = exp_apply(t[low][:, low], image, -1)[np.isin(low, keep)]
    assert abs(block[0, 0] - energy) < 1e-7      # independent CC energy
    assert np.max(np.abs(block[1:, 0])) < 1e-7   # independent CC residual
    jac = block[1:, 1:] - energy * np.eye(len(keep) - 1)
    left = np.zeros(len(rank))
    left[0] = 1.0
    left[keep[1:]] = np.linalg.solve(jac.T, -block[0, 1:])
    start = np.zeros(len(rank))
    start[0] = 1.0
    kbar0, hbar0 = bar(kappa, start), bar(ham, start)
    parts = {}
    for r in range(1, 2 * nocc + 1):
        if r not in kept_ranks:
            mask = rank == r
            parts[r] = (left @ bar(ham, kbar0 * mask)
                        - left @ bar(kappa, hbar0 * mask))
    return parts


kone = np.zeros((n, n))
kone[a, i], kone[i, a] = 1.0, -1.0
kappa = operator(kone)
print("Slopes dE/dtheta in eV/rad")
for degrees in (0, 10):
    theta = np.radians(degrees)
    ham = operator(*rotated(theta))
    for singles, name, tol in ((False, "CCD", 5e-5), (True, "CCSD", 2e-7)):
        parts = slope_parts(ham, kappa, scan[degrees][1 + singles], singles)
        plus = solve_cc(*rotated(theta + delta), nocc, singles)[0]
        minus = solve_cc(*rotated(theta - delta), nocc, singles)[0]
        numeric = (plus - minus) / (2 * delta)
        total = sum(parts.values())
        assert abs(total - numeric) < tol
        higher = sum(value for r, value in parts.items() if r > 2)
        if not singles:
            print(f"  {name} {degrees} deg, singles part: "
                  f"{parts[1]*EV:.6f}")
            if degrees == 10:
                assert abs(higher) < 0.05 * abs(parts[1])
        print(f"  {name} {degrees} deg, triples and higher: "
              f"{higher*EV:.7f}")
        print(f"  {name} {degrees} deg, total: {total*EV:.7f}")
        print(f"  {name} {degrees} deg, finite difference: "
              f"{numeric*EV:.7f}")

# ---- Two correlated electrons: the lowest orbital is frozen -------------
h_eff = h0 + 2 * g0[:, :, 0, 0] - g0[:, 0, 0, :]
h_act, g_act = h_eff[1:, 1:], g0[1:, 1:, 1:, 1:]
h_rot, g_rot = rotated(theta10, h_act, g_act, i - 1, a - 1)
change = {}
for singles in (False, True):
    change[singles] = (solve_cc(h_rot, g_rot, 1, singles)[0]
                       - solve_cc(h_act, g_act, 1, singles)[0])
assert abs(change[True]) < 1e-8
assert abs(change[False]) > 1e-3
print("Two-electron control (frozen core), change at 10 deg")
print(f"  CCD: {change[False]*EV:.5f} eV")
print(f"  CCSD: {change[True]*EV:.1e} eV (solver noise)")
print("ALL CHECKS PASSED")
```

Running it gives:

```
LiH distance: 1.60 angstrom; basis 6-31G
spatial orbitals: 11; correlated electrons: 4
occupied orbital energy: -8.1753 eV
virtual orbital energy: 0.2521 eV
Hartree-Fock total energy: -217.12840 eV
CCD total energy, 0 deg: -217.62288 eV
CCSD total energy, 0 deg: -217.64611 eV
full-CI total energy: -217.64642 eV
CCD minus full CI, 0 deg: 0.023538 eV
CCSD minus full CI, 0 deg: 0.000311 eV
Energy changes from 0 deg, in eV: reference, CCD, CCSD
   -10 deg: 0.31324, 0.16457, 0.0000666
     5 deg: 0.06656, 0.10179, -0.0000370
    10 deg: 0.25619, 0.30696, -0.0000776
    20 deg: 0.98644, 0.99315, -0.0001745
size ratio CCD/CCSD change at 10 deg: 3957
reference curvature at 0 deg: 18.3506 eV/rad^2
reference slope 4 f_ia at 10 deg: 2.84038 eV/rad
CCSD t_i^a at 0 deg: -0.039312
CCSD t_i^a at 10 deg: -0.222897
minus tan(10 deg): -0.176327
t_i^a from factorized rotation: -0.222897
Slopes dE/dtheta in eV/rad
  CCD 0 deg, singles part: 0.525957
  CCD 0 deg, triples and higher: -0.0002773
  CCD 0 deg, total: 0.5256796
  CCD 0 deg, finite difference: 0.5255811
  CCSD 0 deg, triples and higher: -0.0004071
  CCSD 0 deg, total: -0.0004071
  CCSD 0 deg, finite difference: -0.0004071
  CCD 10 deg, singles part: 2.903063
  CCD 10 deg, triples and higher: 0.0000696
  CCD 10 deg, total: 2.9031323
  CCD 10 deg, finite difference: 2.9030860
  CCSD 10 deg, triples and higher: -0.0004895
  CCSD 10 deg, total: -0.0004895
  CCSD 10 deg, finite difference: -0.0004895
Two-electron control (frozen core), change at 10 deg
  CCD: 0.30676 eV
  CCSD: -6.7e-11 eV (solver noise)
ALL CHECKS PASSED
```
